\section*{Choosing the periodic cell for simulations of KAI domain switching}

\section{The situation and the setting}

A ferroelectric film is poled one way and a reverse field is switched on. Small reversed domains appear at random places, spread as their walls advance, and merge. The measured quantity is the fraction of area that has not yet switched, $q(t)$. In an unbounded film the Kolmogorov--Avrami--Ishibashi (KAI) law gives $-\ln q\propto t^n$, with an exponent $n$ that, for circular domains with constant wall speed, shows how the domains were born. A simulation has to replace the film by a finite cell, usually a periodic one, and a domain that grows long enough then meets its own images.

The setting discussed here is the edge $L$ of that periodic cell. Electronic-structure programs that use supercells offer the same setting, for the same reason: to imitate an extended system. The criteria below concern domain growth and say nothing about the convergence of an electronic energy. Two further choices go with $L$: the number of sites at which the film is sampled, and the number of independent runs.

\section{Model and units}

Nuclei appear in an $L\times L$ cell as a Poisson process, uniform in space, at constant rate $J$ per area and time from $t=0$. A nucleus born at $\mathbf x_i$ at time $t_i$ becomes a disc of radius $v(t-t_i)$. The wall speed $v$ is constant, meeting walls do not slow each other, and nothing switches back. A second case has all nuclei present at $t=0$ with density $N$.

For constant rate the natural length and time are
\begin{equation}
\xi=(v/J)^{1/3},\qquad \tau=\xi/v=(Jv^2)^{-1/3}.
\end{equation}
The worked example is a model film with $v=1$ nm/ns and $J=10^{-6}$ nm$^{-2}$ns$^{-1}$, so that $\xi=100$ nm and $\tau=100$ ns.

\section{Counting switched area once}

Let $d(\mathbf x,\mathbf y)$ be the periodic distance: along each axis take the smaller of the direct gap and $L$ minus that gap, then combine the two by Pythagoras. The first wall reaches $\mathbf x$ at
\begin{equation}
T(\mathbf x)=\min_i\left[t_i+d(\mathbf x,\mathbf x_i)/v\right].
\label{eq:arrival}
\end{equation}
The site is switched at time $t$ if $T(\mathbf x)\le t$. It counts once, however many discs cover it, and one map $T$ serves all times up to the last time for which nuclei were drawn.

Two discs show what is avoided. The part of a disc of radius $r$ beyond a chord at distance $a$ from its centre is a sector of area $r^2\arccos(a/r)$ minus a triangle:
\begin{equation}
S(r,a)=r^2\arccos(a/r)-a\sqrt{r^2-a^2}.
\label{eq:segment}
\end{equation}
For discs $r_1,r_2$ at distance $d$, the common chord lies at distance $a_1$ from the first centre and $d-a_1$ from the second. Equating the squared half-chords, $r_1^2-a_1^2=r_2^2-(d-a_1)^2$, gives $a_1=(d^2+r_1^2-r_2^2)/2d$. The overlap is $S(r_1,a_1)+S(r_2,d-a_1)$.

Take $L=1$, centres $(0.95,0.50)$ and $(0.20,0.60)$, and radii $0.30$ and $0.25$. The periodic gaps are $0.25$ and $0.10$, so $d=0.2693$, and the discs overlap across the boundary. Their areas add up to $0.4791$, but the union is $0.3844$. Counting sites with $T\le t$ gives $0.3808$ on a $50\times50$ grid, about 1\% below the union, and $0.3844$ on a $1000\times1000$ grid.

Some nuclei are drawn inside area that has already switched. Such a phantom $i$ satisfies $t_i>t_j+d(\mathbf x_i,\mathbf x_j)/v$ for some earlier $j$. By the triangle inequality, at any site
\begin{equation}
t_j+\frac{d(\mathbf x,\mathbf x_j)}{v}\le t_j+\frac{d(\mathbf x_i,\mathbf x_j)}{v}+\frac{d(\mathbf x,\mathbf x_i)}{v}<t_i+\frac{d(\mathbf x,\mathbf x_i)}{v}.
\end{equation}
The phantom never arrives first. If $j$ is itself a phantom, the argument passes to a still earlier nucleus and ends at a real one. Phantoms can therefore be deleted before the map is computed. In one run with $L=8\xi$, 157 nuclei were drawn up to $2.5\tau$ and 60 were real.

\section{The mean curve in a periodic cell}

A site is unswitched at $t$ if no nucleus was born at any earlier time $s$ within distance $v(t-s)$ of it. Let $A_L(r)$ be the area of the cell within periodic distance $r$ of a point. The expected number of nuclei in the forbidden space-time region is
\begin{equation}
X(t)=J\int_0^t A_L\big(v(t-s)\big)\,ds=J\int_0^t A_L(vs)\,ds .
\end{equation}
A Poisson process leaves a region empty with probability $e^{-X}$, so
\begin{equation}
\langle q(t)\rangle=e^{-X(t)}.
\label{eq:mean}
\end{equation}
This holds for every site separately. The average over any set of sites then has the same mean, and a coarse grid does not bias $\langle q\rangle$; it adds noise to each run.

While $vt\le L/2$ a disc does not reach its own images, $A_L(r)=\pi r^2$, and
\begin{equation}
\langle q\rangle=e^{-\pi Jv^2t^3/3},\qquad \ln(-\ln\langle q\rangle)=\ln(\pi Jv^2/3)+3\ln t .
\label{eq:kai}
\end{equation}
This is the KAI law with $n=3$. It is the exact mean of the finite cell up to $t=L/2v$. Setting $\langle q\rangle=1/2$ gives $t_{1/2}=(3\ln2/\pi)^{1/3}\tau=0.871\,\tau$, or 87.1 ns in the model film.

The quantity $X$ is the extended area per unit area: the discs of all nuclei, phantoms included, with overlaps ignored. Phantoms may be left out of the map but not out of $X$. Births are independent of the past, so real nuclei appear at rate $J\langle q(s)\rangle$ per area, and their discs alone give
\begin{equation}
X_{\rm real}(t)=\pi Jv^2\int_0^t\langle q(s)\rangle(t-s)^2ds<X(t).
\end{equation}
At $t=1.2\tau$, numerical quadrature gives $X_{\rm real}=1.674$, against $X=1.810$. The exponentials are $0.187$ and $0.164$. The simulated fraction for $L=8\xi$ is $0.163\pm0.002$, which agrees with the second. (Errors after $\pm$ are standard errors throughout.)

The same birth rate gives the number of real nuclei. With $w=(\pi/3)^{1/3}t/\tau$ and $\int_0^\infty e^{-w^3}dw=\Gamma(4/3)$,
\begin{equation}
JL^2\int_0^\infty\langle q\rangle\,dt=(L/\xi)^2(3/\pi)^{1/3}\,\Gamma(4/3),
\end{equation}
if wrap-around is negligible. For $L=8\xi$ this is $56.3$; the runs gave $56.4\pm0.2$.

\section{When the disc meets its images}

The points within periodic distance $r$ of a centre form the disc cut off by an $L\times L$ square around that centre. Four segments are lost once $r>L/2$. They stay separate until the disc reaches the corners at $r=L/\sqrt2$. With (\ref{eq:segment}),
\begin{equation}
A_L(r)=\begin{cases}\pi r^2,& r\le L/2,\\ \pi r^2-4S(r,L/2),& L/2<r<L/\sqrt2,\\ L^2,& r\ge L/\sqrt2.\end{cases}
\end{equation}
Wrap-around therefore begins when the remaining fraction is
\begin{equation}
q_{\rm w}=\exp\left[-\frac{\pi}{24}\left(\frac{L}{\xi}\right)^3\right],
\label{eq:onset}
\end{equation}
found by putting $t=L/2v$ in (\ref{eq:kai}). It equals $0.88$, $0.35$ and $2.3\times10^{-4}$ for $L/\xi=1,2,4$. The cube in the exponent makes the change abrupt. At $L=2\xi$ the half-switching time is still the KAI one, but the tail is not: at $1.5\tau$, 5000 runs gave $0.054\pm0.002$, where (\ref{eq:mean}) gives $0.053$ and KAI $0.029$.

For $vt\ge L/\sqrt2$ every nucleus old enough covers the cell. Write $A_L=L^2-(L^2-A_L)$ in $X$:
\begin{equation}
X=JL^2(t-t_L),\qquad t_L=\int_0^\infty\left[1-\frac{A_L(vs)}{L^2}\right]ds .
\label{eq:late}
\end{equation}
The bracket is the probability that a random point lies farther than $vs$ from a given one. Its integral over $s$ is the mean periodic distance divided by $v$. Eight equal triangles make up the square, so
\begin{align}
\frac{vt_L}{L}&=8\int_0^{\pi/4}\!d\phi\int_0^{1/(2\cos\phi)}\!r^2dr=\frac13\int_0^{\pi/4}\frac{d\phi}{\cos^3\phi}\nonumber\\
&=\frac{\sqrt2+\ln(1+\sqrt2)}{6}=0.3826 .
\end{align}
The local exponent follows from (\ref{eq:late}):
\begin{equation}
n(t)=\frac{d\ln X}{d\ln t}=\frac{t}{t-t_L},
\end{equation}
which falls towards 1 from above. If $L$ is well below $\xi$, the mean wait for a nucleus, $1/(JL^2)$, exceeds the crossing time $L/v$ by the large factor $(\xi/L)^3$: the cell waits for a nucleus and then switches quickly by comparison.

This can be made quantitative. After the first nucleus, a second real one must be born in the area not yet covered. The expected number of births there is $J\int_0^\infty[L^2-A_L(vs)]ds=JL^2t_L$, so a single nucleus switches the whole cell with probability
\begin{equation}
P_1=e^{-JL^2t_L}=\exp\left[-0.3826\,(L/\xi)^3\right].
\end{equation}
As $L/\xi\to0$, $P_1\to1$: this is nucleation-limited switching of one region. A film of many regions with different mean waiting times needs a distribution of rates, which this model does not contain.

At $L=\xi$, 8000 runs test the late law:
\begin{center}
\begin{tabular}{cccc}
$t/\tau$ & simulated $\langle q\rangle$ & from (\ref{eq:late}) & KAI\\
1 & $0.545\pm0.005$ & 0.539 & 0.35\\
2 & $0.203\pm0.004$ & 0.198 & $2\times10^{-4}$\\
3 & $0.072\pm0.003$ & 0.073 & $5\times10^{-13}$
\end{tabular}
\end{center}
The exponent taken between the first and last rows is $1.33\pm0.02$; the late law gives $1.31$. Locally it falls from $1.62$ at $\tau$ to $1.15$ at $3\tau$. One nucleus sufficed in a fraction $0.681\pm0.005$ of the runs, and $P_1=0.682$.

\section{Scatter between runs}

A cell large enough for the mean can still give a noisy curve. Consider two sites at distance $d$. Both survive if the union of their forbidden regions is empty. The size of a union is the sum minus the overlap, so the joint probability is $\langle q\rangle^2e^{K(d)}$, with
\begin{equation}
K(d)=J\int_{d/2v}^{t}2S(vs,d/2)\,ds .
\end{equation}
The integrand is the overlap of two equal discs, which starts at $vs=d/2$. Averaging over both sites and subtracting $\langle q\rangle^2$ gives
\begin{equation}
{\rm Var}\,q=\frac{\langle q\rangle^2}{L^2}\int_0^{2vt}2\pi d\left[e^{K(d)}-1\right]dd,\qquad vt\le L/4 .
\label{eq:var}
\end{equation}
The condition ensures that only nearest images overlap. The integral does not contain $L$, so the standard deviation falls as $1/L$, far more slowly than $q_{\rm w}$.

At half switching, Gauss--Legendre quadrature of (\ref{eq:var}) gives standard deviations $0.067$ for $L=8\xi$ and $0.134$ for $L=4\xi$. The simulations gave $0.066$ (700 runs) and $0.133$ (2000 runs). Since $0.0671\times8=0.537$, the mean of $R$ runs has standard error
\begin{equation}
\epsilon\simeq\frac{0.54}{\sqrt R}\,\frac{\xi}{L}
\label{eq:runs}
\end{equation}
at half switching, provided $L\ge3.5\,\xi$, so that the condition in (\ref{eq:var}) is met there, and provided the sites are spaced well below $\xi$, so that their average stands for the area average. What counts is the total simulated area $RL^2$.

Scatter also affects the exponent. For $L=8\xi$ on $64\times64$ sites, a straight line was fitted to $\ln(-\ln q)$ at eight logarithmically spaced times from $0.5\tau$ to $1.2\tau$. Averaging $q$ over 700 runs before taking logarithms gave $n=3.009\pm0.007$, with a jackknife error (from refits leaving out one run at a time). Fitting each run separately gave exponents with mean $3.05$ and standard deviation $0.19$. The mean of $3.05$ lies above 3 by several times its standard error, $0.19/\sqrt{700}=0.007$.

The curvature of the logarithm contributes to this bias. For $g(q)=\ln(-\ln q)$,
\begin{equation}
g'=\frac{1}{q\ln q},\qquad g''=-\frac{1+\ln q}{(q\ln q)^2},
\end{equation}
and to leading order scatter shifts the mean of $g$ by $\frac12g''\,{\rm Var}\,q$. The shift is negative for $q>1/e$ and positive for $q<1/e$. It lowers the early end of the fit, where $q=0.88$, and raises the late end, where $q=0.16$; both steepen the line.

\section{Nuclei present from the start}

If the nuclei are all there at $t=0$, the forbidden region is one disc. For a Poisson number with mean $NL^2$,
\begin{equation}
\langle q\rangle=e^{-NA_L(vt)},
\end{equation}
which is $e^{-\pi Nv^2t^2}$ for $vt\le L/2$, so $n=2$. With $L=8N^{-1/2}$ and 700 runs, a fit over radii from $0.25$ to $0.75\,N^{-1/2}$ gave $2.006\pm0.003$, two standard errors above 2. At late times $\langle q\rangle$ stops at $e^{-NL^2}$, the probability that the cell received no nucleus.

Fixing the number at $M=NL^2$ removes the empty cells but changes the law. Each nucleus independently misses a site with probability $1-A_L/L^2$, so
\begin{equation}
\langle q\rangle_M=\left(1-\frac{A_L}{L^2}\right)^M\simeq e^{-NA_L}\exp\left(-\frac{NA_L^2}{2L^2}\right),
\end{equation}
where the last form expands the logarithm to second order in $A_L/L^2$. The deviation exists even before wrap-around and vanishes as $1/L^2$ at fixed density and radius.

Take $M=4$, $L=2N^{-1/2}$ and radius $0.8N^{-1/2}$. Then $NA_L=0.64\pi=2.01$ and $\langle q\rangle_M=(1-2.01/4)^4=0.061$, less than half the Poisson value $e^{-2.01}=0.134$. With 6000 runs each on only $4\times4$ sites, the simulations gave $0.061\pm0.001$ and $0.129\pm0.002$; the second lies two standard errors below its formula.

\section{Choosing the values}

\begin{enumerate}
\item \emph{Cell edge.} Compute $\xi$ from $v$ and $J$, and decide down to which fraction $q_{\min}$ the KAI mean is needed. Equation (\ref{eq:onset}) then requires
\begin{equation}
L\ge\xi\left[\frac{24}{\pi}\ln\frac1{q_{\min}}\right]^{1/3}.
\end{equation}
For constant-rate nucleation $L=4\xi$, or 400 nm in the model film, serves down to $2.3\times10^{-4}$.
\item \emph{Number of runs.} For the error at half switching take $R$ from (\ref{eq:runs}). The tail needs far more runs for the same relative error: at $L=4\xi$, a 10\% error on $\langle q\rangle$ takes about 7 runs at half switching, about 250 at $1.5\tau$ and about 14\,000 at $2\tau$, where $\langle q\rangle=2.3\times10^{-4}$. A direct evaluation of (\ref{eq:arrival}) costs nuclei times sites, which grows as $L^4$ at fixed site spacing, while the required $R$ falls as $1/L^2$. The total cost grows as $L^2$. More runs in the smallest adequate cell are cheaper than fewer in a larger one: with this direct evaluation, going from $8\xi$ to $4\xi$ takes four times the runs at half switching (nearer five times at $2\tau$, where $vt>L/4$) at a sixteenth of the cost each.
\item \emph{Sites.} A coarse grid leaves the mean unbiased but needs more runs than (\ref{eq:runs}) says. At half switching a site spacing of $\xi/2$ raises the standard error by about 2\%, and a spacing of $2\xi$ raises it by about 86\%. Refine it if the area or shape in a single run matters.
\item \emph{Nuclei.} Draw their number from the Poisson distribution to reproduce the KAI mean. Fix it only if the physical region really holds a fixed number.
\item \emph{Exponent.} Average $q$ over runs first, then take logarithms.
\end{enumerate}

If the switching region is physically small, $L$ is no longer a convergence setting. A periodic cell then describes a region whose walls re-enter on the opposite side, whereas an isolated island has edges at which growth stops. The formula for $A_L$ must be replaced by one for the actual shape, and it then depends on the position of the site. The laws derived here, with exponents 3 and 2, also fail if the wall speed changes with time, if nuclei attract or repel one another, or if switched area can switch back.
